# Why Light in a Weak Bragg Grating Follows a Dirac Equation

## Definitions and conventions

A Bragg grating is a medium whose refractive index varies periodically along the direction of travel. Take

\[
n(z)=n_0+\Delta n\cos(2k_0z),\qquad 0<z<L,\qquad \Delta n\ll n_0 ,
\]

with the uniform index \(n_0\) on both sides. The period is \(\pi/k_0\), and \(L\) is a whole number of periods. The medium is non-magnetic, lossless and non-dispersive, and light arrives from the left at normal incidence. Define

\[
v=\frac{c}{n_0},\qquad \omega_0=vk_0,\qquad \lambda_0=\frac{2\pi n_0}{k_0},\qquad \kappa=\frac{k_0\Delta n}{2n_0}=\frac{\pi\Delta n}{\lambda_0}.
\]

Here \(\lambda_0\) is the vacuum wavelength at the Bragg frequency \(\omega_0\), and \(\kappa\) will turn out to be the coupling between the two directions of travel. The field is written as two carrier waves with envelopes \(A\) and \(B\):

\[
E=\mathrm{Re}\left\{\left[A(z,t)e^{ik_0z}+B(z,t)e^{-ik_0z}\right]e^{-i\omega_0t}\right\}.
\]

With this time factor, \(A\) belongs to the forward wave and \(B\) to the backward wave. A light frequency \(\omega\) is described by the detuning \(\delta=(\omega-\omega_0)/v\). Subscripts \(z\) and \(t\) on a function denote derivatives.

The field \(E\) obeys Maxwell's second-order wave equation. The envelopes, to leading order in \(\Delta n/n_0\) and near \(\omega_0\), obey the Dirac equation in one space and one time dimension. In that regime the peak reflectivity is \(\tanh^2(\kappa L)\).

The numbers below use round model parameters: \(n_0=1.5\), \(\lambda_0=1500\) nm, \(\Delta n=2\times10^{-4}\) and 10000 periods. The period is \(\lambda_0/(2n_0)=500\) nm, so \(L=5\) mm, and

\[
\kappa=\frac{\pi(2\times10^{-4})}{1.5\times10^{-6}\ \mathrm m}=418.88\ \mathrm{m^{-1}},\qquad \kappa L=2.0944 .
\]

## From Maxwell's equation to two envelopes

For a transverse field depending on \(z\) and \(t\), Maxwell's equations give

\[
E_{zz}=\frac{n^2(z)}{c^2}E_{tt}.
\]

This equation is linear with real coefficients, so the complex field can be used and the real part taken at the end. The left side becomes, apart from the common factor \(e^{-i\omega_0t}\),

\[
(A_{zz}+2ik_0A_z-k_0^2A)e^{ik_0z}+(B_{zz}-2ik_0B_z-k_0^2B)e^{-ik_0z}.
\]

In the time derivative, \(A\) is replaced by \(A_{tt}-2i\omega_0A_t-\omega_0^2A\), and likewise for \(B\). The squared index is

\[
n^2=n_0^2+n_0\Delta n\left(e^{2ik_0z}+e^{-2ik_0z}\right)+O(\Delta n^2).
\]

Three kinds of term are dropped.

- **Second derivatives.** If the envelopes vary over a length \(1/\kappa\), then \(A_{zz}\) is smaller than \(k_0A_z\) by about \(\kappa/k_0=\Delta n/(2n_0)\), here \(7\times10^{-5}\). The same holds for \(A_{tt}\) against \(\omega_0A_t\).
- **Products of small quantities.** These are the terms in \(\Delta n^2\), and \(\Delta n\) multiplied by \(A_t\) or \(B_t\).
- **Non-resonant waves.** The grating turns \(e^{-ik_0z}\) into \(e^{ik_0z}\), but also into \(e^{-3ik_0z}\). A wave \(Ce^{-3ik_0z}\) driven at \(\omega_0\) must satisfy \((-9k_0^2+k_0^2)C=-(k_0^2\Delta n/n_0)B\), so \(C=\Delta n\,B/(8n_0)\). It stays small because it is far from a free wave.

The terms proportional to \(e^{ik_0z}\) that remain are

\[
2ik_0A_z-k_0^2A=\frac{n_0^2}{c^2}\left(-2i\omega_0A_t-\omega_0^2A\right)-\frac{n_0\Delta n\,\omega_0^2}{c^2}B .
\]

Since \(n_0\omega_0/c=k_0\), the terms \(k_0^2A\) cancel, \(n_0^2\omega_0/c^2=k_0/v\), and the last coefficient is \(k_0^2\Delta n/n_0\). Division by \(2k_0\) gives the first of the two equations

\[
i\left(A_z+\frac{A_t}{v}\right)+\kappa B=0,\qquad
i\left(-B_z+\frac{B_t}{v}\right)+\kappa A=0. \tag{1}
\]

The second follows in the same way from the terms in \(e^{-ik_0z}\); the carrier's opposite wave number reverses the sign of \(B_z\).

## The Dirac form

A Dirac equation in one space dimension has the form

\[
i\hbar\psi_t=\left(-i\hbar v\,\alpha\,\partial_z+mv^2\beta\right)\psi,\qquad \alpha^2=\beta^2=1,\quad \alpha\beta+\beta\alpha=0,
\]

with \(v\) in the place of the speed of light. Two-by-two matrices suffice: \(\alpha=\sigma_z\) and \(\beta=\sigma_x\). Multiply equations (1) by \(v\) and solve for the time derivatives:

\[
iA_t=-ivA_z-v\kappa B,\qquad iB_t=ivB_z-v\kappa A .
\]

The choice \(\psi=(A,-B)^T\) makes the sign of the coupling positive in both lines, and

\[
i\hbar\psi_t=\left(-i\hbar v\sigma_z\partial_z+\hbar v\kappa\,\sigma_x\right)\psi,\qquad mv^2=\hbar v\kappa,\quad m=\frac{\hbar\kappa}{v}. \tag{2}
\]

In one space dimension the chirality matrix is \(\gamma^0\gamma^1\). With \(\gamma^0=\beta\) and \(\gamma^1=\beta\alpha\) it equals \(\beta^2\alpha=\alpha=\sigma_z\). Its eigenvectors are \((1,0)^T\) and \((0,1)^T\), a purely forward and a purely backward wave. This is the sense in which the two directions of travel are the chiral components.

The constant \(\hbar\) cancels from (2), which is a classical wave equation. It enters when \(\kappa\) is expressed as a mass. For the example \(v=1.9986\times10^8\) m/s, so \(m=2.21\times10^{-40}\) kg and \(mv^2=55.1\) µeV. These describe the analogue particle. They do not give the photon a rest mass in vacuum, and the two components are directions of travel, not states of a spin 1/2.

## First contribution: transport alone

Set \(\kappa=0\). Equations (1) separate into

\[
A_t=-vA_z,\qquad B_t=vB_z,
\]

with solutions \(A=f(z-vt)\) and \(B=g(z+vt)\). Any forward pulse keeps its shape and moves right at speed \(v\). If no backward wave is present, none appears. This is the massless Dirac equation, in which chirality fixes the direction of motion and is conserved. Transport by itself gives zero reflection, whatever the length.

## Second contribution: the mass term alone

Now let the envelopes be uniform in space, so that the derivatives in \(z\) vanish. Starting from \(A=1\), \(B=0\), equations (1) become

\[
A_t=iv\kappa B,\quad B_t=iv\kappa A\quad\Rightarrow\quad A=\cos(v\kappa t),\quad B=i\sin(v\kappa t).
\]

The light turns from forward to backward and back again. The first full reversal takes

\[
t=\frac{\pi}{2v\kappa}=18.76\ \mathrm{ps}.
\]

The mass term is therefore the agent of reflection. Its physical origin is the matching of wave numbers: the grating supplies \(2k_0\), the difference between the forward and backward carriers.

The mass term moves light between the components without loss. From (1), \(A_t=-vA_z+iv\kappa B\) and \(B_t=vB_z+iv\kappa A\). Multiply by \(A^*\) and \(B^*\), take twice the real part, and add. The coupling contributes \(2\,\mathrm{Re}[iv\kappa(A^*B+B^*A)]\), which vanishes because the bracket \(A^*B+B^*A\) is real. What remains is

\[
\partial_t\left(|A|^2+|B|^2\right)+v\,\partial_z\left(|A|^2-|B|^2\right)=0. \tag{3}
\]

In the Dirac equation this is conservation of probability. Here it is conservation of energy at leading order: the intensities add in the density and subtract in the flux.

## Transport against mass: the gap

With both terms present, try envelopes proportional to \(e^{i(qz-v\delta t)}\). Equations (1) give

\[
(\delta-q)A+\kappa B=0,\qquad (\delta+q)B+\kappa A=0 .
\]

A nonzero solution requires \((\delta-q)(\delta+q)-\kappa^2=0\), hence

\[
\delta^2=q^2+\kappa^2,\qquad (\omega-\omega_0)^2=v^2q^2+v^2\kappa^2. \tag{4}
\]

This is the relativistic relation between energy and momentum, with energy \(\hbar(\omega-\omega_0)\) and momentum \(\hbar q\). The zero of energy is the Bragg frequency, not zero light frequency.

The ratio \(q/\kappa\) weighs the two contributions.

- For \(|q|\gg\kappa\), \(|\delta|\approx|q|\). Transport dominates and the waves behave as massless ones.
- For \(|q|\ll\kappa\), the upper branch is \(\omega-\omega_0\approx v\kappa+vq^2/(2\kappa)\). Inserting \(\kappa=mv/\hbar\) turns this into \(mv^2/\hbar+\hbar q^2/(2m)\), the rest energy plus the kinetic energy of a slow particle, divided by \(\hbar\). Near the band edge the Dirac equation thus reduces to a Schrödinger description.

The competition is also visible in time. For fixed \(q\), the matrix acting on \(\psi\) is \(H=v(q\sigma_z+\kappa\sigma_x)\), in frequency units. Because \(\sigma_z\) and \(\sigma_x\) anticommute, \(H^2=\Omega_q^2\) with \(\Omega_q=v\sqrt{q^2+\kappa^2}\). The exponential series then sums to

\[
e^{-iHt}=\cos(\Omega_qt)-\frac{iH}{\Omega_q}\sin(\Omega_qt).
\]

Acting on \((1,0)^T\), it gives the backward fraction

\[
\frac{|B|^2}{|A|^2+|B|^2}=\frac{\kappa^2}{q^2+\kappa^2}\sin^2(\Omega_qt).
\]

At \(q=0\) the reversal is complete. At \(q=0.75\kappa\) it reaches at most \(1/(1+0.5625)=0.64\), because transport puts the two components out of step. The full time-dependent wave equation, solved by expansion in Fourier harmonics for \(\Delta n=0.003\), gives maxima of 1.0000 and 0.6416. Over the interval \(0\le v\kappa t\le\pi\) the fractions differ from the Dirac formula by less than \(1.7\times10^{-3}\), in absolute terms.

Equation (4) has no real \(q\) when \(|\delta|<\kappa\). The gap in angular frequency is \(2v\kappa\), so its width in ordinary frequency is \(v\kappa/\pi=26.65\) GHz. In wavelength it is \(\lambda_0(2v\kappa)/\omega_0=\lambda_0\Delta n/n_0=0.200\) nm. Inside the gap the envelopes vary as \(e^{\pm\gamma z}\) with

\[
\gamma=\sqrt{\kappa^2-\delta^2}.
\]

At the centre the decay length is \(1/\kappa=2.387\) mm. In Dirac terms it is \(\hbar/(mv)\), the reduced Compton length of the analogue particle.

## Third contribution: the finite length

The grating is a slab with mass, placed between massless regions. Light at \(\delta=0\) has zero energy in the Dirac sense. It travels freely outside, but inside it has no propagating state. How much gets through depends on how many decay lengths fit into the slab.

At fixed frequency \(A_t=-iv\delta A\), and likewise for \(B\), so (1) becomes

\[
A_z=i\delta A+i\kappa B,\qquad B_z=-i\delta B-i\kappa A. \tag{5}
\]

Differentiate the second equation and insert both:

\[
B_{zz}=-i\delta(-i\delta B-i\kappa A)-i\kappa(i\delta A+i\kappa B)=(\kappa^2-\delta^2)B=\gamma^2B,
\]

since the terms in \(A\) cancel.

Maxwell's equations require \(E\) and \(E_z\) to be continuous at the ends. To leading order \(E_z\) is \(ik_0(Ae^{ik_0z}-Be^{-ik_0z})\), so \(A\) and \(B\) are separately continuous. No light enters from the right, which means \(B(L)=0\). Therefore

\[
B=b\sinh[\gamma(L-z)],
\]

with a constant \(b\). The second equation in (5) can be solved for \(A\):

\[
\kappa A=iB_z-\delta B=-ib\left\{\gamma\cosh[\gamma(L-z)]-i\delta\sinh[\gamma(L-z)]\right\}.
\]

The reflection amplitude is the ratio at the entrance. With \(1/(-i)=i\),

\[
r=\frac{B(0)}{A(0)}=\frac{i\kappa\sinh(\gamma L)}{\gamma\cosh(\gamma L)-i\delta\sinh(\gamma L)}. \tag{6}
\]

At the centre of the gap \(\delta=0\) and \(\gamma=\kappa\), so

\[
r=i\tanh(\kappa L),\qquad R=|r|^2=\tanh^2(\kappa L).
\]

For the example \(\tanh(2.0944)=0.97012\) and \(R=0.9411\), leaving a transmission of \(0.0589\).

Shifting the grating by half a period changes the sign of \(\Delta n\), hence of \(\kappa\) and the mass. Then \(r\) changes sign while \(R\) does not. The mass sign is a matter of where the grating's crests lie relative to the entrance.

## Fourth contribution: detuning

It remains to show that \(\delta=0\) is the peak. The squared modulus of the denominator in (6) is, inside the gap,

\[
\gamma^2\cosh^2(\gamma L)+\delta^2\sinh^2(\gamma L)=\gamma^2+(\gamma^2+\delta^2)\sinh^2(\gamma L)=\gamma^2+\kappa^2\sinh^2(\gamma L).
\]

In a steady state, (3) says that \(|A|^2-|B|^2\) is constant, so the transmission is \(T=1-R\):

\[
T=\frac{1}{1+\kappa^2S^2},\qquad S=\frac{\sinh(\gamma L)}{\gamma}. \tag{7}
\]

The series \(\sinh x/x=1+x^2/6+\dots\) has positive coefficients, so \(S\) grows with \(\gamma\). Inside the gap \(\gamma\) is largest at \(\delta=0\). Outside it, \(\gamma=ip\) with \(p=\sqrt{\delta^2-\kappa^2}\), and \(S=\sin(pL)/p\), which never exceeds \(L\) in size. Since \(S>L\) at the centre, the transmission is lowest there. This holds for every \(\kappa L>0\) in the model.

Two other points of the spectrum follow from (7). At the gap edge \(S=L\), and

\[
R=\frac{(\kappa L)^2}{1+(\kappa L)^2}=\frac{4.3865}{5.3865}=0.814 .
\]

The edge of the gap is thus not an edge of the reflected band: this slab still reflects 81% of the light there. For a weak grating, \(\kappa L\ll1\), the reflectivity is small at the edge, as it is at the centre. The first zero lies outside, where \(pL=\pi\), at

\[
\frac{\delta}{\kappa}=\sqrt{1+\left(\frac{\pi}{\kappa L}\right)^2}=1.803 .
\]

There a whole half-wave of the envelope fits into the slab, \(S\) vanishes, and the mass slab transmits all the light.

The same spectrum can be computed from Maxwell's equation without envelopes. Each period is cut into 2000 thin slices of constant index, and the matrices that carry \(E\) and \(E_z\) through the slices are multiplied.

| \(\delta/\kappa\) | \(R\), Maxwell | \(R\), Dirac |
|---|---|---|
| 0 | 0.94114 | 0.94114 |
| 0.5 | 0.92239 | 0.92238 |
| 1 | 0.81439 | 0.81435 |
| 1.5 | 0.29171 | 0.29162 |

From \(\delta=0\) to \(\delta=\kappa/2\) the reflectivity falls by only 0.019. The transmission is more sensitive: it rises by about a third, from 0.0589 to 0.0776.

## One reflection against many

The hyperbolic tangent can be taken apart into successive conversions between the two directions. Work at \(\delta=0\), with \(A(0)=1\) and \(B(L)=0\). Integrating (5) gives

\[
B(z)=i\kappa\int_z^LA\,dz',\qquad A(z)=1+i\kappa\int_0^zB\,dz'.
\]

For a single conversion put \(A=1\) on the right. Then \(B(z)=i\kappa(L-z)\), so \(r\approx i\kappa L\) and \(R\approx(\kappa L)^2\). For the example this is \(4.39\), more light than was sent in. The estimate fails because it lets the forward wave cross the whole grating undiminished.

The next step uses this \(B\) to correct the forward wave:

\[
A(z)=1-\kappa^2\left(Lz-\frac{z^2}{2}\right).
\]

Inserting it into the integral for \(B(0)\) gives

\[
r\approx i\kappa\left[L-\kappa^2\left(\frac{L^3}{2}-\frac{L^3}{6}\right)\right]=i\left[\kappa L-\frac{(\kappa L)^3}{3}\right].
\]

The cubic term describes light converted three times: backward, forward, and backward again. Its minus sign comes from the two additional factors of \(i\), so it interferes destructively with the singly reflected light. These are the first two terms of the series of \(\tanh(\kappa L)\).

That series converges for \(\kappa L<\pi/2\), because \(\tanh x\) has its nearest poles at \(x=\pm i\pi/2\). The example, with \(\kappa L=2.09\), lies beyond this range. Adding more conversions one by one would not settle on an answer, although the differential equations have a finite solution. For a weak reflector, \(\kappa L\ll1\), a single conversion is enough. For a strong one the exponential decay is the better picture: from \(1-\tanh^2x=1/\cosh^2x\), the transmission tends to \(4e^{-2\kappa L}\).

The intensities inside, relative to the incident intensity, show the same balance:

\[
|A|^2=\frac{\cosh^2[\kappa(L-z)]}{\cosh^2(\kappa L)},\qquad |B|^2=\frac{\sinh^2[\kappa(L-z)]}{\cosh^2(\kappa L)}.
\]

Halfway through, they are \(0.1507\) and \(0.0919\). Their difference, \(0.0589\), equals the transmission, as flux conservation requires. The light has not been absorbed; most of it has been sent back before reaching this depth.

## The weight of what was neglected

Equations (2) to (7) follow from the envelope equations (1) without further approximation, apart from the leading-order matching at the ends. The neglected terms can be weighed by changing \(\Delta n\) while keeping \(\kappa L\) fixed. Since \(\kappa L=\pi\Delta n N/(2n_0)\) for \(N\) periods, this means fixing \(\Delta n N\). The Dirac prediction is then the same for all gratings, \(R=0.941140\), while the slice calculation at \(\omega_0\) gives:

| \(\Delta n\) | \(N\) | \(R\), Maxwell | absolute difference |
|---|---|---|---|
| 0.2 | 10 | 0.940049 | \(1.1\times10^{-3}\) |
| 0.02 | 100 | 0.941128 | \(1.2\times10^{-5}\) |
| 0.002 | 1000 | 0.941140 | \(2.2\times10^{-7}\) |

Between the first two rows the difference falls by about 90 when \(\Delta n\) falls by 10, close to a quadratic dependence. The last difference should not be used to extend that law. Replacing the cosine by 2000 steps lowers the coupling by a relative amount of about \((\pi/2000)^2/6\approx4\times10^{-7}\), which alone changes \(R\) by roughly \(10^{-7}\).

Even ten periods of a strong grating follow \(\tanh^2(\kappa L)\) closely at this frequency. Away from the centre the agreement is poorer, because the error there falls only in proportion to \(\Delta n\). At \(\delta=1.5\kappa\) the ten-period grating reflects 0.377 according to Maxwell's equation, against 0.292 from (7). The envelopes must also remain slow, so \(|\delta|\) must stay small compared with \(k_0\).

Other assumptions fail in different ways. Absorption breaks the conservation law (3), and with it the step \(T=1-R\). A different index outside adds reflections at the two ends, and \(B(L)=0\) no longer holds. If \(\Delta n\) varies slowly along the grating while the mean index stays at \(n_0\), the mass depends on position; equations (1) survive with \(\kappa(z)\), but (6), which assumed a constant \(\kappa\), does not. At \(\delta=0\) that case can still be solved. Substituting \(\theta(z)=\int_0^z\kappa\,dz'\) removes \(\kappa\) from (5), and the reflectivity becomes \(\tanh^2\theta(L)\). At the Bragg frequency it is then the accumulated coupling that counts, not its distribution. This requires a constant mean index. In many written gratings the mean index rises and falls with \(\Delta n\). The local Bragg frequency then shifts along the grating by an amount comparable to \(v\kappa\), no single frequency has \(\delta=0\) everywhere, and the reflectivity does depend on the profile.
